# Finite rotations and boosts of Dirac spinors

## Setting

Atomic units are used in the algebra, so the electron mass and $\hbar$ equal one and the speed of light is $c$. With $x^0=ct$, $\partial_\mu=\partial/\partial x^\mu$ and $\alpha^\mu=(1,\boldsymbol\alpha)$, the free Dirac equation is

$$
(i\alpha^\mu\partial_\mu-\beta c)\,\psi=0 .
$$

This is $i\,\partial_t\psi=(-ic\,\boldsymbol\alpha\cdot\nabla+\beta c^2)\psi$ divided by $c$, with all terms on one side. The matrices are Hermitian and obey

$$
\alpha_i\alpha_j+\alpha_j\alpha_i=2\delta_{ij},\qquad \alpha_i\beta+\beta\alpha_i=0,\qquad \beta^2=1 .
$$

The spin matrices are $\Sigma_x=-i\alpha_y\alpha_z$ and its cyclic partners. A number standing alone in a matrix equation multiplies the $4\times4$ unit matrix.

Transformations are active: the physical state is turned or set in motion, while the axes stay fixed. A point $x$ is carried to $x'=\Lambda x$, and the field becomes $\psi'(x')=S\psi(x)$. For a real unit vector $\mathbf n$, the proposed spinor matrices are

$$
R(\theta)=e^{-i\theta\,\boldsymbol\Sigma\cdot\mathbf n/2},\qquad
B(\eta)=e^{\eta\,\boldsymbol\alpha\cdot\mathbf n/2}.
$$

Here $\theta$ is a right-handed angle about $\mathbf n$. The rapidity $\eta$ belongs to a boost that gives a particle at rest the velocity $c\tanh\eta$ along $\mathbf n$. For passive transformations, which move the axes instead, both parameters change sign.

## (a) The algebra of the generators

**Question.** Find the squares of $\boldsymbol\alpha\cdot\mathbf n$ and $\boldsymbol\Sigma\cdot\mathbf n$, and the commutator of $\boldsymbol\Sigma\cdot\mathbf n$ with $\boldsymbol\alpha\cdot\mathbf v$ for a real vector $\mathbf v$.

**Answer.** In the double sum for $(\boldsymbol\alpha\cdot\mathbf n)^2$ the factor $n_in_j$ is symmetric, so the matrix product may be replaced by its symmetric part:

$$
(\boldsymbol\alpha\cdot\mathbf n)^2=\tfrac12\sum_{ij}n_in_j(\alpha_i\alpha_j+\alpha_j\alpha_i)=\sum_i n_i^2=1 .
$$

For the spin matrices, exchanging two different $\alpha$ matrices costs a minus sign. Therefore

$$
\Sigma_x^2=(-i)^2\alpha_y\alpha_z\alpha_y\alpha_z=+\alpha_y^2\alpha_z^2=1,
$$

$$
\Sigma_x\Sigma_y=(-i)^2\alpha_y\alpha_z\alpha_z\alpha_x=-\alpha_y\alpha_x=\alpha_x\alpha_y=i\Sigma_z ,
$$

$$
\Sigma_y\Sigma_x=(-i)^2\alpha_z\alpha_x\alpha_y\alpha_z=-\alpha_x\alpha_y=-i\Sigma_z .
$$

In the last line $\alpha_z$ was moved past two matrices, which gives two canceling signs. The other cases follow by cyclic relabeling. Different $\Sigma_i$ thus anticommute and each squares to one, so the same symmetric sum gives $(\boldsymbol\Sigma\cdot\mathbf n)^2=1$.

For the commutator, take $\Sigma_x$ with each $\alpha_j$:

- $\Sigma_x\alpha_x=-i\alpha_y\alpha_z\alpha_x=-i\alpha_x\alpha_y\alpha_z=\alpha_x\Sigma_x$, so the commutator is zero.
- $\Sigma_x\alpha_y=-i\alpha_y\alpha_z\alpha_y=i\alpha_z$ and $\alpha_y\Sigma_x=-i\alpha_z$, so the commutator is $2i\alpha_z$.
- $\Sigma_x\alpha_z=-i\alpha_y$ and $\alpha_z\Sigma_x=-i\alpha_z\alpha_y\alpha_z=i\alpha_y$, so the commutator is $-2i\alpha_y$.

With the cyclic partners, these are the components of a cross product:

$$
[\boldsymbol\Sigma\cdot\mathbf n,\boldsymbol\alpha\cdot\mathbf v]=2i\,\boldsymbol\alpha\cdot(\mathbf n\times\mathbf v).
$$

## (b) The exponentials

**Question.** Sum the power series of $R(\theta)$ and $B(\eta)$.

**Answer.** Let $M$ be a matrix with $M^2=1$. Its even powers are $1$ and its odd powers are $M$. For any complex number $a$,

$$
e^{aM}=\sum_{k=0}^\infty\frac{a^{2k}}{(2k)!}+M\sum_{k=0}^\infty\frac{a^{2k+1}}{(2k+1)!}
=\cosh a+M\sinh a .
$$

For the boost, $M=\boldsymbol\alpha\cdot\mathbf n$ and $a=\eta/2$:

$$
B(\eta)=\cosh\frac\eta2+\boldsymbol\alpha\cdot\mathbf n\,\sinh\frac\eta2 .
$$

For the rotation, $M=\boldsymbol\Sigma\cdot\mathbf n$ and $a=-i\theta/2$. Since $\cosh(-i\theta/2)=\cos(\theta/2)$ and $\sinh(-i\theta/2)=-i\sin(\theta/2)$,

$$
R(\theta)=\cos\frac\theta2-i\,\boldsymbol\Sigma\cdot\mathbf n\,\sin\frac\theta2 .
$$

The different functions come from the factor $i$ in the exponent. The rotation matrix is unitary and periodic. The boost matrix is Hermitian and not periodic: its eigenvalues are $e^{\pm\eta/2}$, each occurring twice, so one pair grows with $|\eta|$ while the other decays and the determinant stays one.

## (c) Lorentz covariance

**Question.** Show that these matrices, with their half parameters and signs, carry solutions of the Dirac equation into solutions.

**Answer.** It is sufficient that $S$ is invertible and that

$$
S^\dagger\alpha^\mu S=\Lambda^\mu{}_\nu\alpha^\nu,\qquad S^\dagger\beta S=\beta .
$$

To see this, use the chain rule $\partial_\nu=\Lambda^\mu{}_\nu\partial'_\mu$, which follows from $x'^\mu=\Lambda^\mu{}_\nu x^\nu$. Then

$$
S^\dagger(i\alpha^\mu\partial'_\mu-\beta c)S\psi(x)
=(i\Lambda^\mu{}_\nu\alpha^\nu\partial'_\mu-\beta c)\psi(x)
=(i\alpha^\nu\partial_\nu-\beta c)\psi(x)=0 .
$$

Because $S^\dagger$ is invertible, $\psi'(x')=S\psi(x)$ satisfies the equation in the primed coordinates.

**Boost.** The coordinates change as

$$
x'^0=x^0\cosh\eta+\mathbf n\cdot\mathbf x\,\sinh\eta,\qquad
\mathbf n\cdot\mathbf x'=\mathbf n\cdot\mathbf x\,\cosh\eta+x^0\sinh\eta ,
$$

with transverse coordinates unchanged. A particle at $\mathbf x=0$ acquires $\mathbf n\cdot\mathbf x'/x'^0=\tanh\eta$, as intended. Write $\alpha_n=\boldsymbol\alpha\cdot\mathbf n$. Since $B^\dagger=B$ and $B$ commutes with $\alpha_n$,

$$
B\,1\,B=e^{\eta\alpha_n}=\cosh\eta+\alpha_n\sinh\eta,\qquad
B\alpha_nB=\alpha_nB^2=\alpha_n\cosh\eta+\sinh\eta .
$$

These are the required coefficients. The half rapidity is needed because $B$ enters twice. If a matrix $X$ anticommutes with $\alpha_n$, then $XB=B^{-1}X$ and $BXB=X$. This applies to $\beta$ and to $\boldsymbol\alpha\cdot\mathbf e$ for $\mathbf e\perp\mathbf n$, which completes the conditions.

**Rotation.** Here $R^\dagger=R^{-1}$, so $R^\dagger1R=1$ and time is unchanged. Each $\Sigma_i$ contains two $\alpha$ matrices and therefore commutes with $\beta$, so $R^\dagger\beta R=\beta$. Let $O(\theta)$ be the ordinary $3\times3$ rotation, and let $\mathbf v(\theta)=O(\theta)\mathbf w$ with $\mathbf w$ fixed. Then $d\mathbf v/d\theta=\mathbf n\times\mathbf v$, and

$$
\frac{d}{d\theta}\left[R^\dagger\boldsymbol\alpha\cdot\mathbf v\,R\right]
=R^\dagger\left\{\frac i2[\boldsymbol\Sigma\cdot\mathbf n,\boldsymbol\alpha\cdot\mathbf v]
+\boldsymbol\alpha\cdot(\mathbf n\times\mathbf v)\right\}R=0 ,
$$

because the first term in braces is $\frac i2\,2i\,\boldsymbol\alpha\cdot(\mathbf n\times\mathbf v)=-\boldsymbol\alpha\cdot(\mathbf n\times\mathbf v)$. The bracket keeps its value at $\theta=0$, so $R^\dagger\boldsymbol\alpha\cdot(O\mathbf w)R=\boldsymbol\alpha\cdot\mathbf w$. Choosing $\mathbf w=O^{-1}\mathbf e_i$ and using $O^{-1}=O^{\mathsf T}$ gives

$$
R^\dagger\alpha_iR=\sum_jO_{ij}\alpha_j ,
$$

which is the required condition. Part (a) also gives $[\Sigma_x,\Sigma_y]=2i\Sigma_z$ and cyclic partners, so the same argument holds with $\boldsymbol\alpha$ replaced by $\boldsymbol\Sigma$. The spin expectation value therefore turns as an ordinary vector.

## (d) An electron set in motion

**Question.** In the standard representation, boost the rest spinor $u_0=(\chi,0)$ with $\chi^\dagger\chi=1$. Identify its energy and momentum, the relative size of its lower part, and its density $u^\dagger u$.

**Answer.** In this representation $\beta$ is $+1$ on the upper two components and $-1$ on the lower two, while $\alpha_i$ exchanges the two pairs and applies the Pauli matrix $\sigma_i$. Hence

$$
u=Bu_0=\begin{pmatrix}\cosh(\eta/2)\,\chi\\ \sinh(\eta/2)\,\boldsymbol\sigma\cdot\mathbf n\,\chi\end{pmatrix}.
$$

Since $\beta u_0=u_0$ and $\beta B=B^{-1}\beta$,

$$
\beta u=B^{-1}u_0=B^{-2}u=(\cosh\eta-\alpha_n\sinh\eta)u .
$$

Moving the $\alpha_n$ term to the left and multiplying by $c^2$ gives

$$
(c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2)u=c^2\cosh\eta\;u,\qquad \mathbf p=c\sinh\eta\,\mathbf n .
$$

This is a positive-energy eigenvector with $E=c^2\cosh\eta$. For $\eta>0$ its momentum points along $+\mathbf n$, which confirms the sign in $B$. Because $\boldsymbol\sigma\cdot\mathbf n$ preserves length, the size of the lower part relative to the upper part is, for $\eta\ge0$,

$$
\tanh\frac\eta2=\frac{\sinh\eta}{1+\cosh\eta}=\frac{cp}{E+c^2}.
$$

It tends to $p/(2c)$ at low speed and to one as $\eta\to\infty$. The density is

$$
u^\dagger u=u_0^\dagger B^2u_0=u_0^\dagger(\cosh\eta+\alpha_n\sinh\eta)u_0=\cosh\eta ,
$$

where the $\alpha_n$ term vanishes because it connects upper to lower components. The $4\times4$ matrix $B$ with $\eta\ne0$ is not unitary, since $B^\dagger B=\cosh\eta+\alpha_n\sinh\eta\ne1$: it mixes density with current, as the relation for $B\,1\,B$ shows.

## (e) A complete turn

**Question.** Evaluate $R(2\pi)$ and $R(4\pi)$. What happens to the field and to quantities of the form $\psi^\dagger M\psi$? Could a different choice of phases for the rotation matrices make them multiply exactly as the coordinate rotations do?

**Answer.** Substitution gives

$$
R(2\pi)=\cos\pi-i\,\boldsymbol\Sigma\cdot\mathbf n\,\sin\pi=-1,\qquad
R(4\pi)=\cos2\pi-i\,\boldsymbol\Sigma\cdot\mathbf n\,\sin2\pi=+1 .
$$

After $2\pi$ every point has returned to its place, so $\psi'(x)=-\psi(x)$. For a fixed matrix $M$, $\psi^\dagger M\psi$ contains the sign twice and is unchanged. No real boost parameter gives $-1$: since $\alpha_n$ has eigenvalues $\pm1$, those of $B$ are $e^{\pm\eta/2}$, which are positive.

A change of phases does not help. Half turns about $x$ and $y$ act on coordinates as $\mathrm{diag}(1,-1,-1)$ and $\mathrm{diag}(-1,1,-1)$, which commute. Their spinor matrices are $R_x=-i\Sigma_x$ and $R_y=-i\Sigma_y$, for which

$$
R_xR_y=-\Sigma_x\Sigma_y=+\Sigma_y\Sigma_x=-R_yR_x .
$$

Multiplying $R_x$ and $R_y$ by any phases multiplies both sides by the same factor. The matrices still anticommute, whereas an exact copy of the coordinate multiplication would require them to commute.

## (f) Making the sign visible

**Question.** A beam with normalized spinor $\psi$ is split into two equal parts. The beam is slow, so its lower components are negligible. In one part the spin is turned by $\theta$ while the direction of travel is kept, and an output receives $(\psi+R\psi)/2$. Find its intensity relative to that at $\theta=0$, assuming no other phase difference.

**Answer.** Since $R$ is unitary, both parts have equal norm, and

$$
I(\theta)=\tfrac14\left(2+2\,\mathrm{Re}\,\psi^\dagger R\psi\right),\qquad
\psi^\dagger R\psi=\cos\frac\theta2-i\,(\psi^\dagger\boldsymbol\Sigma\cdot\mathbf n\,\psi)\sin\frac\theta2 .
$$

The expectation value of the Hermitian matrix $\boldsymbol\Sigma\cdot\mathbf n$ is real, so the second term is imaginary. Thus

$$
I(\theta)=\tfrac12\left(1+\cos\frac\theta2\right)
$$

for every initial spin direction. The output is dark at $2\pi$ and fully bright again at $4\pi$. Rotating both beams together by any angle would give the output $R\psi$, whose intensity is unaltered because $R$ is unitary; for $\theta=2\pi$ only their common sign would change.

## (g) A numerical case

**Question.** An electron at rest has spin along $+z$. Turn it by $120^\circ$ about $(1,1,1)/\sqrt3$, and follow repeated turns. Then boost the once-turned electron along $z$ to a kinetic energy of $100000$ eV. Find its spinor, momentum and wavelength.

**Answer.** Here $\cos60^\circ=1/2$ and $\sin60^\circ/\sqrt3=1/2$, so

$$
R=\tfrac12-\tfrac i2(\Sigma_x+\Sigma_y+\Sigma_z).
$$

In the standard representation $\Sigma_i$ applies $\sigma_i$ to each pair of components. On $\chi=(1,0)$ the sum of the three Pauli matrices gives $(1,1+i)$. The turned upper spinor is

$$
\chi'=\tfrac12(1,0)-\tfrac i2(1,1+i)=\tfrac{1-i}{2}(1,1).
$$

Its equal components make it an eigenvector of $\sigma_x$ with eigenvalue $+1$: the spin now points along $+x$. Repeated turns give the following values.

| Total angle | $\mathrm{Re}\,\psi^\dagger R\psi$ | $I$ |
|---:|---:|---:|
| $0^\circ$ | 1.00 | 1.00 |
| $120^\circ$ | 0.50 | 0.75 |
| $240^\circ$ | −0.50 | 0.25 |
| $360^\circ$ | −1.00 | 0.00 |
| $480^\circ$ | −0.50 | 0.25 |
| $600^\circ$ | 0.50 | 0.75 |
| $720^\circ$ | 1.00 | 1.00 |

At $120^\circ$ and $480^\circ$ the spin direction is the same, but the spinors differ by a sign and the intensities differ.

For the boost, the rest energy is $510999$ eV. The ratio of total energy to rest energy is

$$
\cosh\eta=1+\frac{100000}{510999}=1.1957 .
$$

The half-argument identities then give

$$
\cosh\frac\eta2=\sqrt{\frac{\cosh\eta+1}{2}}=1.0478,\qquad
\sinh\frac\eta2=\sqrt{\frac{\cosh\eta-1}{2}}=0.3128 .
$$

Their ratio, $0.2985$, is the lower-to-upper size ratio. Since $\sigma_z$ reverses the second component, the boosted spinor is

$$
u=\begin{pmatrix}0.5239(1-i)\\0.5239(1-i)\\0.1564(1-i)\\-0.1564(1-i)\end{pmatrix},\qquad u^\dagger u=1.1957 .
$$

The momentum follows from the difference between the squared total and rest energies:

$$
pc=\sqrt{100000^2+2(100000)(510999)}\ \text{eV}=334962\ \text{eV}.
$$

Dividing by the total energy, $610999$ eV, gives a speed of $0.5482\,c$. The de Broglie wavelength, $hc/(pc)$ with $hc$ expressed in eV angstrom, is $0.03701$ angstrom.

Numerical values quoted here were computed with a short program.
